# Finding the spurious invariant of head-on collisions on a momentum hexagon: verification in Python

```python
"""
Result under test: six equal-speed fermion beams on a hexagon, relaxed only by
head-on collisions, have four linear invariants: number, two momentum components
and the alternating sum h_i = (-1)^i. Triad collisions {0,2,4}<->{1,3,5}
remove h and leave number and momentum.
Symbols: n_i occupation, f uniform occupation, g = f(1-f), W2 and W3 collision
strengths, G2 = W2 g, G3 = W3 g^2. hbar = 1 in the algebra: rates are in eV and
times in 1/eV. Each collision has a change vector: -1 for beams emptied,
+1 for beams filled.
"""
from itertools import combinations, product
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

# Model parameters
wave_number = 0.2       # 1/angstrom
f = 0.25
W2, W3 = 0.010, 0.004   # eV
disturbance = 0.01
g = f * (1 - f)
G2, G3 = W2 * g, W3 * g**2

# Integer coordinates along two lattice directions 60 degrees apart
coords = np.array([[1, 0], [0, 1], [-1, 1], [-1, 0], [0, -1], [1, -1]])
directions = coords @ np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
assert np.allclose(np.linalg.norm(directions, axis=1), 1)
alternating = np.array([1, -1, 1, -1, 1, -1])


def find_collisions(size):
    """All exchanges of disjoint beam sets with the same total momentum."""
    found = []
    for A, B in combinations(list(combinations(range(6), size)), 2):
        same = np.array_equal(coords[list(A)].sum(0), coords[list(B)].sum(0))
        if not set(A) & set(B) and same:
            found.append((A, B))
    return found


def change_vectors(collisions):
    vectors = np.zeros((len(collisions), 6), dtype=int)
    for row, (A, B) in enumerate(collisions):
        vectors[row, list(A)] = -1
        vectors[row, list(B)] = 1
    return vectors


head_on, triads = find_collisions(2), find_collisions(3)
S2, S3 = change_vectors(head_on), change_vectors(triads)
assert len(head_on) == 3 and triads == [((0, 2, 4), (1, 3, 5))]

# Exact null spaces by integer row reduction
M2, M3 = sp.Matrix(S2.tolist()), sp.Matrix(S3.tolist())
known = sp.Matrix([[1] * 6] + coords.T.tolist())
null_head = M2.nullspace()
null_triad = M3.nullspace()
null_both = M2.col_join(M3).nullspace()
extra = M2.col_join(known).nullspace()
assert (len(null_head), len(null_triad), len(null_both)) == (4, 5, 3)
assert len(extra) == 1
extra_vector = np.array([int(x) for x in extra[0] / extra[0][0]])
assert np.array_equal(extra_vector, alternating)
assert M2.col_join(M3).col_join(known).nullspace() == []
pair_differences = np.hstack([np.eye(3, dtype=int), -np.eye(3, dtype=int)])
assert not np.any(S2 @ pair_differences.T)

# Microscopic definition: jumps among all 64 occupation configurations
configs = np.array(list(product([0, 1], repeat=6)))


def configuration_drift(collisions, strength):
    drift = np.zeros((64, 6))
    for c, config in enumerate(configs):
        for pair in collisions:
            for source, target in (pair, pair[::-1]):
                if config[list(source)].all() and not config[list(target)].any():
                    after = config.copy()
                    after[list(source)] = 0
                    after[list(target)] = 1
                    drift[c] += strength * (after - config)
    return drift


drift_head = configuration_drift(head_on, W2)
drift_triad = configuration_drift(triads, W3)
drift_both = drift_head + drift_triad
assert np.allclose(drift_head @ alternating, 0)
assert np.count_nonzero(drift_triad @ alternating) == 2
assert np.allclose(drift_both @ np.column_stack([np.ones(6), directions]), 0)


def collision_rate(n, drift):
    """Mean occupation change for uncorrelated beams, by explicit summation."""
    weights = np.prod(np.where(configs == 1, n, 1 - n), axis=1)
    return weights @ drift


def factored_rate(n, collisions, strength):
    rate = np.zeros(6)
    for (A, B), s in zip(collisions, change_vectors(collisions)):
        A, B = list(A), list(B)
        net = np.prod(n[A]) * np.prod(1 - n[B]) - np.prod(n[B]) * np.prod(1 - n[A])
        rate += strength * net * s
    return rate


trial = np.array([0.12, 0.65, 0.31, 0.48, 0.77, 0.22])
for collisions, strength, drift in ((head_on, W2, drift_head), (triads, W3, drift_triad)):
    assert np.allclose(collision_rate(trial, drift),
                       factored_rate(trial, collisions, strength), atol=1e-14)


def jacobian(n, drift, step=1e-3):
    columns = [(collision_rate(n + step * e, drift) - collision_rate(n - step * e, drift))
               / (2 * step) for e in np.eye(6)]
    return np.array(columns).T


uniform = np.full(6, f)
J_head, J_both = jacobian(uniform, drift_head), jacobian(uniform, drift_both)
L_head = G2 * S2.T @ S2
L_both = L_head + G3 * S3.T @ S3
assert np.allclose(-J_head, L_head, rtol=0, atol=1e-12)
assert np.allclose(-J_both, L_both, rtol=0, atol=1e-12)
singular_head = np.linalg.svd(J_head, compute_uv=False)
singular_both = np.linalg.svd(J_both, compute_uv=False)
assert np.sum(singular_head < 1e-10) == 4
assert np.sum(singular_both < 1e-10) == 3
expected = np.sort([0, 0, 0, 6 * G3, 6 * G2, 6 * G2])
assert np.allclose(np.sort(singular_both), expected, atol=1e-12)

# Eigenvalues for arbitrary positive rates
a, b = sp.symbols("a b", positive=True)
symbolic_L = a * M2.T * M2 + b * M3.T * M3
x = sp.symbols("x")
char_poly = symbolic_L.charpoly(x).as_expr()
assert sp.expand(char_poly - x**3 * (x - 6 * a)**2 * (x - 6 * b)) == 0

# Nonuniform stationary states and their right null vectors
base = np.log(f / (1 - f))
drift_field = directions @ np.array([0.5, 0.2])
n_drift = 1 / (1 + np.exp(-(base + drift_field)))
n_stagger = 1 / (1 + np.exp(-(base + drift_field + 0.3 * alternating)))
assert np.max(abs(collision_rate(n_drift, drift_both))) < 1e-14
assert np.max(abs(collision_rate(n_stagger, drift_head))) < 1e-14
stagger_rate = collision_rate(n_stagger, drift_both) @ alternating
assert stagger_rate < -1e-6
conserved = np.column_stack([np.ones(6), directions])
all_four = np.column_stack([conserved, alternating])
for n, drift, invariants in ((n_stagger, drift_head, all_four),
                             (n_drift, drift_both, conserved)):
    J = jacobian(n, drift)
    assert np.max(abs(J @ ((n * (1 - n))[:, None] * invariants))) < 1e-12
    assert np.sum(np.linalg.svd(J, compute_uv=False) < 1e-10) == invariants.shape[1]


# Full nonlinear relaxation after disturbing beam 0
def evolve(size, duration, drift):
    start = uniform.copy()
    start[0] += size
    run = solve_ivp(lambda t, n: collision_rate(n, drift), (0, duration), start,
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert run.success
    return run.y[:, -1] - f


beam = np.arange(6)
limit_head = (beam == 0) - np.cos(2 * np.pi * beam / 3) / 3
limit_both = limit_head - alternating / 6
life_head, life_triad = 1 / (6 * G2), 1 / (6 * G3)
final, errors = {}, {}
for name, drift, life, limit in (("head", drift_head, life_head, limit_head),
                                 ("both", drift_both, life_triad, limit_both)):
    final[name] = evolve(disturbance, 25 * life, drift)
    small = evolve(disturbance / 10, 25 * life, drift)
    errors[name] = (np.max(abs(final[name] / disturbance - limit)),
                    np.max(abs(small / (disturbance / 10) - limit)))
    assert errors[name][0] < 0.02 and errors[name][1] < 0.2 * errors[name][0]
h_head = final["head"] @ alternating
h_both = final["both"] @ alternating
assert abs(h_head - disturbance) < 1e-10
assert abs(h_both) < 0.01 * disturbance
fraction = evolve(disturbance, life_triad, drift_both) @ alternating / disturbance
fraction_small = (evolve(disturbance / 10, life_triad, drift_both) @ alternating
                  / (disturbance / 10))
assert abs(fraction - np.exp(-1)) < 0.02
assert abs(fraction_small - np.exp(-1)) < 0.2 * abs(fraction - np.exp(-1))
momentum_start = disturbance * wave_number
momentum_end = wave_number * final["both"] @ directions[:, 0]
assert abs(momentum_end - momentum_start) < 1e-10

energy = (const.hbar * wave_number * 1e10)**2 / (2 * const.m_e) / const.e
to_fs = const.hbar / const.e * 1e15


def row(values, digits=6):
    return " ".join(f"{v + 0.0:.{digits}f}" for v in values)


print(f"beam wave number = {wave_number:.3f} 1/angstrom")
print(f"energy per particle = {energy:.5f} eV")
print(f"uniform occupation f = {f:.3f}; g = f(1-f) = {g:.5f}")
print(f"collision strengths W2, W3 = {W2:.4f}, {W3:.4f} eV")
print(f"linear rates G2, G3 = {G2:.6f}, {G3:.8f} eV")
print("head-on collisions:", head_on)
print("triad collisions:", triads)
print("head-on change vectors:", S2.tolist())
print("triad change vector:", S3.tolist())
print("rank of head-on vectors:", M2.rank())
print("nullity head-on, triad only, both:",
      len(null_head), len(null_triad), len(null_both))
for number, vector in enumerate(null_head, 1):
    print(f"head-on null basis vector {number}:", [int(v) for v in vector])
print("extra invariant beyond number and momentum:", extra_vector.tolist())
print("change of extra invariant in one triad:", int((S3 @ alternating)[0]))
print("singular values, head-on (eV):", row(abs(singular_head), 8))
print("singular values, both (eV):", row(abs(singular_both), 8))
print(f"second-harmonic decay rate 6 G2 = {6 * G2:.6f} eV")
print(f"alternating decay rate 6 G3 = {6 * G3:.8f} eV")
print(f"second-harmonic lifetime = {life_head:.3f} 1/eV = {life_head * to_fs:.2f} fs")
print(f"alternating lifetime = {life_triad:.2f} 1/eV = {life_triad * to_fs:.1f} fs")
print(f"ratio of lifetimes = {life_triad / life_head:.3f}")
print("staggered drifting state, occupations:", row(n_stagger))
print(f"its alternating-sum rate with triads = {stagger_rate:.4e} eV")
print(f"initial disturbance of beam 0 = {disturbance:.4f}")
print("linear limit / disturbance, head-on:", row(limit_head))
print("linear limit / disturbance, both:", row(limit_both))
print("nonlinear final change, head-on:", row(final["head"], 7))
print("nonlinear final change, both:", row(final["both"], 7))
print(f"final alternating sum, head-on = {h_head:.7f}")
print(f"final alternating sum, both = {h_both:.3e}")
print(f"alternating fraction after one lifetime = {fraction:.5f}")
print(f"same, disturbance ten times smaller = {fraction_small:.5f}")
print(f"linear prediction exp(-1) = {np.exp(-1):.5f}")
print(f"x momentum change, start = {momentum_start:.6f} 1/angstrom")
print(f"x momentum change, end with triads = {momentum_end:.6f} 1/angstrom")
for name in ("head", "both"):
    print(f"largest limit error / disturbance, {name}: {errors[name][0]:.3e};",
          f"ten times smaller disturbance: {errors[name][1]:.3e}")
print("no test failed")
```

Output:

```
beam wave number = 0.200 1/angstrom
energy per particle = 0.15240 eV
uniform occupation f = 0.250; g = f(1-f) = 0.18750
collision strengths W2, W3 = 0.0100, 0.0040 eV
linear rates G2, G3 = 0.001875, 0.00014063 eV
head-on collisions: [((0, 3), (1, 4)), ((0, 3), (2, 5)), ((1, 4), (2, 5))]
triad collisions: [((0, 2, 4), (1, 3, 5))]
head-on change vectors: [[-1, 1, 0, -1, 1, 0], [-1, 0, 1, -1, 0, 1], [0, -1, 1, 0, -1, 1]]
triad change vector: [[-1, 1, -1, 1, -1, 1]]
rank of head-on vectors: 2
nullity head-on, triad only, both: 4 5 3
head-on null basis vector 1: [1, 1, 1, 0, 0, 0]
head-on null basis vector 2: [-1, 0, 0, 1, 0, 0]
head-on null basis vector 3: [0, -1, 0, 0, 1, 0]
head-on null basis vector 4: [1, 1, 0, 0, 0, 1]
extra invariant beyond number and momentum: [1, -1, 1, -1, 1, -1]
change of extra invariant in one triad: -6
singular values, head-on (eV): 0.01125000 0.01125000 0.00000000 0.00000000 0.00000000 0.00000000
singular values, both (eV): 0.01125000 0.01125000 0.00084375 0.00000000 0.00000000 0.00000000
second-harmonic decay rate 6 G2 = 0.011250 eV
alternating decay rate 6 G3 = 0.00084375 eV
second-harmonic lifetime = 88.889 1/eV = 58.51 fs
alternating lifetime = 1185.19 1/eV = 780.1 fs
ratio of lifetimes = 13.333
staggered drifting state, occupations: 0.425897 0.273804 0.294130 0.130266 0.227617 0.210516
its alternating-sum rate with triads = -2.8482e-04 eV
initial disturbance of beam 0 = 0.0100
linear limit / disturbance, head-on: 0.666667 0.166667 0.166667 -0.333333 0.166667 0.166667
linear limit / disturbance, both: 0.500000 0.333333 0.000000 -0.166667 -0.000000 0.333333
nonlinear final change, head-on: 0.0066886 0.0016557 0.0016557 -0.0033114 0.0016557 0.0016557
nonlinear final change, both: 0.0050073 0.0033297 -0.0000037 -0.0016593 -0.0000037 0.0033297
final alternating sum, head-on = 0.0100000
final alternating sum, both = -3.393e-08
alternating fraction after one lifetime = 0.36492
same, disturbance ten times smaller = 0.36758
linear prediction exp(-1) = 0.36788
x momentum change, start = 0.002000 1/angstrom
x momentum change, end with triads = 0.002000 1/angstrom
largest limit error / disturbance, head: 2.198e-03; ten times smaller disturbance: 2.220e-04
largest limit error / disturbance, both: 7.331e-04; ten times smaller disturbance: 7.399e-05
no test failed
```
